# Image-potential states from phase accumulation: quantum defect and vacuum-level position

## A hard wall at the image plane

Let an electron move along the surface normal in front of a perfect conductor that it cannot enter. At distance $\zeta$ from the image plane it is attracted by an image charge at distance $2\zeta$. The force is $1/(2\zeta)^2$ in Hartree atomic units, and integrating it from infinity gives the potential $-1/(4\zeta)$. Energies $E$ are measured from the vacuum level throughout.

With a hard wall at $\zeta=0$, try $u=\zeta e^{-\kappa\zeta}$. Two derivatives give $u''=(\kappa^2-2\kappa/\zeta)u$, while the Schrödinger equation requires $u''=(-2E-1/(2\zeta))u$. Hence $\kappa=1/4$ and $E=-\kappa^2/2=-1/32$. The equation is that of hydrogen s states with nuclear charge $Z=1/4$, so the whole series is

$$E_n=-\frac{Z^2}{2n^2}=-\frac{R}{n^2},\qquad R=\frac1{32}\ \text{hartree}=0.8504\ \text{eV}.$$

A real crystal reflects the electron with a phase different from that of this wall. The phase replaces $n$ by $n+a$, and it depends on where the vacuum level lies in the projected gap.

## Model and quantization condition

Take zero parallel wave vector, the free-electron mass and no inelastic loss. The potential has three parts:

- crystal, $z<0$: $-U_0-2V\cos(2pz)$, with $V>0$ and layer spacing $\pi/p$;
- a flat region at $-U_0$, from $z=0$ to $\zeta=\zeta_s$;
- image region, $\zeta>\zeta_s$: $-1/(4\zeta)$, with $\zeta=z-s$.

The image plane is at $z=s$, with $s=0$ unless stated otherwise. Continuity at $\zeta_s$ requires $\zeta_s=1/(4U_0)$.

For $E<0$ the electron cannot escape to vacuum, and inside the gap it cannot propagate into the crystal. Both sides therefore reflect totally. Let the crystal turn an incoming wave $f_{\rm in}$ into $e^{i\phi_C}f_{\rm out}$, and the barrier turn $f_{\rm out}$ into $e^{i\phi_B}f_{\rm in}$. A stationary state must reproduce itself after one round trip, so

$$\phi_C+\phi_B=2\pi n. \tag{1}$$

The two phases must refer to the same pair of waves.

## Reflection phase of the crystal

Measure energy from the mean crystal potential, $E'=E+U_0$, and keep two waves:

$$\psi=e^{qz}\cos(pz+\delta),\qquad q>0.$$

The sign of $q$ makes $\psi$ decay into the crystal. The component $e^{qz+ipz}$ has coefficient $e^{i\delta}/2$ and kinetic factor $-(q+ip)^2/2=(p^2-q^2)/2-ipq$. The potential $-V(e^{2ipz}+e^{-2ipz})$ couples it to the other component, whose coefficient is $e^{-i\delta}/2$. Therefore

$$(D-ipq)e^{i\delta}=Ve^{-i\delta},\qquad D=\frac{p^2-q^2}{2}-E'.$$

The second component gives the complex conjugate equation. Dividing by $e^{i\delta}$ and separating real and imaginary parts,

$$\cos2\delta=\frac DV,\qquad \sin2\delta=\frac{pq}{V}. \tag{2}$$

Squaring and adding eliminates $\delta$. With $E_G=p^2/2$ and $w=q^2/2$,

$$(E_G-E'-w)^2+4E_Gw=V^2,$$
$$w^2+2(E_G+E')w+(E_G-E')^2-V^2=0,$$
$$\frac{q^2}{2}=-(E_G+E')+\sqrt{4E_GE'+V^2}. \tag{3}$$

The positive root is the one that can give $q^2\ge0$. Setting $q=0$ gives the gap edges $E'=E_G\mp V$. At the lower edge $D=V$ and $\delta=0$, which is an antinode at $z=0$. At the upper edge $D=-V$ and $\delta=\pi/2$, which is a node. When $z=0$ lies half a layer spacing outside the last atomic plane, the lower-edge wave has nodes on the atomic planes, and this order is the Shockley-inverted gap. For $V<0$ the order is reversed, $\delta$ lies between $-\pi/2$ and $0$, and the law derived below does not apply.

In the flat region $k=\sqrt{2E'}$, and

$$e^{-ikz}+e^{i\phi_C}e^{ikz}=2e^{i\phi_C/2}\cos(kz+\phi_C/2).$$

Equating $\psi'/\psi$ on both sides of $z=0$ gives $q-p\tan\delta=-k\tan(\phi_C/2)$, or

$$k\tan\frac{\phi_C}{2}=p\tan\delta-q. \tag{4}$$

For a narrow gap, (2) gives $q/p=(V/p^2)\sin2\delta$, and $k/p$ differs from one by a term of order $V/p^2$. At a fixed relative position inside the gap, leading order is therefore $\phi_C=2\delta$ and $\cos\phi_C=(E_G-E')/V$. Define the height of the vacuum level in the gap by

$$x=\frac{E_V-E_L}{E_U-E_L}.$$

At the vacuum level $E'=E_G-V+2Vx$, so $\cos\phi_C=1-2x$. Since $\cos\phi_C=1-2\sin^2(\phi_C/2)$,

$$\phi_C\simeq2\arcsin\sqrt{x}. \tag{5}$$

The omitted wave $e^{3ipz}$ lies $4p^2$ higher in kinetic energy and has relative amplitude of order $V/(4p^2)$. This is the same order as the terms that (4) keeps and (5) drops, so (4) need not be more accurate than (5). For $V=3$ eV and $V/p^2=0.125$, comparison with a numerical Floquet solution at five energies from $x=1/6$ to $5/6$ gives largest phase errors of 0.12 rad for (4) and 0.06 rad for (5); closer to the edges both grow, to 0.18 and 0.16 rad at $x=0.98$. At $V=0.75$ eV the errors at the five energies fall to 0.025 and 0.012 rad.

## Reflection phase of the image barrier

Write $E=-\varepsilon=-1/(32\nu^2)$, which defines the effective quantum number $\nu$. The turning point is $\zeta_t=1/(4\varepsilon)=8\nu^2$. With $\zeta=\zeta_t\sin^2t$,

$$\int_0^{\zeta_t}\!\sqrt{2\left(\frac1{4\zeta}-\varepsilon\right)}\,d\zeta
=\sqrt{2\varepsilon}\,2\zeta_t\int_0^{\pi/2}\!\cos^2t\,dt
=\frac1{4\nu}\cdot8\nu^2\cdot\frac\pi2=\pi\nu. \tag{6}$$

WKB fails close to the surface, where the potential varies too fast. There $\zeta\ll\zeta_t$, and $\varepsilon$ can be dropped:

$$u''+\frac{u}{2\zeta}=0.$$

Let $X=\sqrt{2\zeta}$, so $dX/d\zeta=1/X$, and let $C_m$ be $J_m$ or $Y_m$. Take $u=\sqrt\zeta\,C_1(X)=XC_1/\sqrt2$. The relation $(XC_1)'=XC_0$ gives $du/d\zeta=C_0/\sqrt2$, and $C_0'=-C_1$ then gives $u''=-C_1/(\sqrt2X)=-u/(2\zeta)$, as required.

The combination that decays into vacuum is fixed where $X\gg1$ and dropping $\varepsilon$ still changes the phase little. To first order in $\varepsilon$ that change is $X^3/(96\nu^2)$, so the range is $1\ll X\ll\nu^{2/3}$, which exists for large $\nu$. The WKB wave that decays beyond $\zeta_t$ varies as $\cos(\int_\zeta^{\zeta_t}k\,d\zeta'-\pi/4)$. The part of the action between $0$ and $\zeta$ is $\int_0^\zeta d\zeta'/\sqrt{2\zeta'}=X$, so the wave is

$$\cos\left(\pi\nu-X-\frac\pi4\right)=-\cos\left[\left(X-\frac{3\pi}4\right)-\pi\nu\right].$$

At large $X$, $J_1$ and $Y_1$ vary as the cosine and sine of $X-3\pi/4$ with a common amplitude. Expanding the last cosine gives, up to a constant,

$$u=\sqrt\zeta\,[\cos(\pi\nu)J_1(X)+\sin(\pi\nu)Y_1(X)]. \tag{7}$$

Now use $J_1=(H^{(1)}_1+H^{(2)}_1)/2$ and $Y_1=(H^{(1)}_1-H^{(2)}_1)/(2i)$:

$$u=\tfrac12\sqrt\zeta\,[e^{-i\pi\nu}H^{(1)}_1+e^{i\pi\nu}H^{(2)}_1].$$

The phase of $H^{(1)}_1$ grows outward. Choose $f_{\rm out}=\sqrt\zeta H^{(1)}_1$ and $f_{\rm in}=-\sqrt\zeta H^{(2)}_1$. Then $u\propto f_{\rm out}-e^{2\pi i\nu}f_{\rm in}$, so $e^{i\phi_B}=-e^{2\pi i\nu}$. Since $\nu=\sqrt{R/|E|}$,

$$\phi_B=2\pi\nu-\pi=\pi\left[\sqrt{\frac{4R}{|E|}}-1\right],\qquad 4R=3.4014\ \text{eV}. \tag{8}$$

The minus sign in $f_{\rm in}$ is a convention. A hard wall at $\zeta=0$ selects $\sqrt\zeta J_1\propto f_{\rm in}-f_{\rm out}$, so its crystal phase is $\pi$, as for plane waves.

## The series and its quantum defect

Let $\Phi_C$ be the crystal phase in the same image-wave basis. Equations (1) and (8) give $\Phi_C+2\pi\nu-\pi=2\pi n$, hence

$$E_n=-\frac{R}{(n+a)^2},\qquad a=\frac12\left(1-\frac{\Phi_C}{\pi}\right),\qquad n=1,2,\ldots \tag{9}$$

This is the threshold result, with $\Phi_C$ taken at the vacuum level. The solution $n=0$ would lie too deep for the threshold wave (7) and is not covered.

The simple phase model replaces $\Phi_C$ by the plane-wave phase $\phi_C$. With (5),

$$a\simeq\frac12-\frac1\pi\arcsin\sqrt x=\frac1\pi\arccos\sqrt{x}. \tag{10}$$

In this approximation $a$ tends to $1/2$ as the vacuum level approaches the lower gap edge, and to $0$ at the upper edge. A member is bound only while it lies inside the gap, $|E_n|<E_V-E_L$. Near the lower edge the low members therefore drop out of the gap first, and at the edge itself no bound member is left. A higher vacuum level moves the standing wave from an antinode towards a node at the crystal edge. In the simple model the node reproduces the hard-wall series; the flat region leaves a small defect, about 0.01 at $U_0=12$ eV.

## Correcting the change of basis

The error of $\Phi_C\simeq\phi_C$ can be calculated. At $\zeta=\zeta_s$ the flat-region wave has slope

$$L=\frac{\psi'}{\psi}=-k\tan\theta,\qquad \theta=\frac{\phi_C}{2}+k(\zeta_s+s).$$

From the derivative found above, the slope of (7) is

$$L=\frac{\cos(\pi\nu)J_0+\sin(\pi\nu)Y_0}{X_s[\cos(\pi\nu)J_1+\sin(\pi\nu)Y_1]},\qquad X_s=\sqrt{2\zeta_s}=\frac1{\sqrt{2U_0}},$$

with all Bessel functions at $X_s$. Multiply by the denominator and collect sine and cosine. Because $\nu=n+a$, $\tan\pi\nu=\tan\pi a$, and

$$\tan\pi a=-\frac{J_0-X_sLJ_1}{Y_0-X_sLY_1}
=-\frac{J_0\cos\theta+kX_sJ_1\sin\theta}{Y_0\cos\theta+kX_sY_1\sin\theta}. \tag{11}$$

At the vacuum level $k=\sqrt{2U_0}$ and $kX_s=1$. Call the numerator and denominator of the last fraction $N$ and $M$. Differentiating $-N/M$ and using $J_1Y_0-J_0Y_1=2/(\pi X_s)$ gives

$$\pi\frac{da}{d\theta}=-\frac{2}{\pi X_s(N^2+M^2)}<0.$$

Thus $a$ falls when $\phi_C$ rises, and also when the image plane moves outward and lengthens the flat region.

The replacement $\Phi_C\simeq\phi_C$ is not a deep-well limit. As $X_s\to0$ at fixed $\phi_C$ between $0$ and $\pi$, the term $Y_1\simeq-2/(\pi X_s)$ dominates $M$, and (11) tends to $a=0$ whatever $\phi_C$ is. At $\phi_C=0$, an antinode at the crystal edge, $\theta=k\zeta_s=X_s/2$, so $Y_1\sin\theta\to-1/\pi$ stays finite and $a$ approaches zero only slowly, through the logarithm in $Y_0\simeq(2/\pi)\ln X_s$. For this case (11) gives $a=0.41$ at $U_0=12$ eV and $0.28$ at $60$ eV, against $0.5$ from the simple model.

## Implementation

For given $n$, with $E_n$ inside the gap, start from (10) and iterate:

1. Set $E=-1/(32\nu^2)$ and $k=\sqrt{2(U_0+E)}$.
2. Obtain $\phi_C(E)$ from a numerical crystal solution. The two-wave phase from (3), (2) and (4) is a rougher substitute, and with it the result need not improve on (10).
3. Form $\theta$, $N$ and $M$, and take $a=\operatorname{atan2}(N,-M)/\pi$.
4. Set $\nu=n+a$ and repeat until it is stable.

Equation (11) fixes $a$ only up to an integer. Choose the branch that joins continuously to (10). All quantities in these steps are in atomic units. For a narrow gap the starting value from (10) can fall below the lower edge although the state is bound. With $E_G=12$ eV, $V=0.5$ eV and $E_V-E_L=0.55$ eV, (10) gives about $-0.56$ eV for $n=1$, while the level lies at $-0.47$ eV. Step 2 then has no real phase, and $\nu$ must be found by bracketing within the range where $|E|<E_V-E_L$.

The departure of $a$ from its threshold value is largest for low $n$. Below the vacuum level $\phi_C$ is smaller, so $a$ is larger. Equation (5) gives $d\phi_C/dx=1/\sqrt{x(1-x)}$, and $dx/dE=1/(2V)$, so the simple model has

$$\frac{da}{dE}\simeq-\frac{1}{4\pi V\sqrt{x(1-x)}}. \tag{12}$$

A constant $a$ needs this slope times $|E_n|$ to be small. The estimate grows near a gap edge and for a narrow gap. It leaves out the energy dependence of the flat-region phase and of the barrier, so it is no bound. At midgap with $E_G=12$ eV and $V=3$ eV, the fall of $a$ from $n=1$ to $n=30$ is 0.020 for $s=0$, against 0.029 from (12), but 0.067 for $s=0.5$ Å, against 0.042.

## Worked example

The parameters are round model values: $E_G=12$ eV, $V=3$ eV and $U_0=13$ eV. The two-band edges lie at $12-3-13=-4$ eV and $12+3-13=2$ eV from the vacuum level. Hence

$$x=\frac{0-(-4)}{6}=0.6667,\qquad a\simeq\frac{\arccos\sqrt{0.6667}}{\pi}=0.196,$$
$$E_1\simeq-\frac{0.8504\ \text{eV}}{(1.1959)^2}=-0.595\ \text{eV}.$$

The numerical crystal phase is $\phi_C=0.625\pi$. With $X_s=1.023$, (11) gives $\Phi_C=0.623\pi$ and $a=0.188$ at the vacuum level. The basis change is small here.

Diagonalizing 40 crystal layers together with a long vacuum region gives an independent comparison (energies in eV):

| $n$ | Eq. (10) | iterated | slab |
|---|---:|---:|---:|
| 1 | −0.595 | −0.576 | −0.579 |
| 2 | −0.176 | −0.176 | −0.176 |
| 3 | −0.083 | −0.083 | −0.083 |

For $n=1$ the simple law binds too strongly by 0.016 eV, or 3% of the slab binding energy. Iteration with the numerical crystal phase reduces the difference to 0.003 eV. With the two-wave phase it gives −0.564 eV, hardly closer to the slab than the simple law. The slab defects fall from 0.212 at $n=1$ to 0.190 at $n=5$. Equation (12) gives a slope of $-0.056$ per eV and predicts a fall of about 0.03. The sign is right, and the estimate exceeds the slab fall of 0.023 by about a third. The close agreement of the simple law at $n=2$ is accidental: its constant $a=0.196$ happens to equal the slab defect there.

Changing $U_0$ from 10 to 14 eV with the crystal modulation fixed moves the vacuum level up through the gap. Here $x$ is measured from the two-band edges $E_G\mp V$. The omitted waves push the edges of the full crystal down by about $V^2/(4p^2)=0.09$ eV, which would raise each $x$ by between 0.01 and 0.02:

| $x$ | $a$, Eq. (10) | $a$, Eq. (11) | $a$, slab $n=5$ |
|---|---:|---:|---:|
| 0.167 | 0.366 | 0.332 | 0.334 |
| 0.333 | 0.304 | 0.280 | 0.282 |
| 0.500 | 0.250 | 0.235 | 0.236 |
| 0.667 | 0.196 | 0.188 | 0.190 |
| 0.833 | 0.134 | 0.134 | 0.136 |

The simple law follows the trend. At these five points it lies above the slab defect by 0.03 at $x=0.167$, the excess shrinks as $x$ rises, and at $x=0.833$ it lies 0.002 below. This accuracy depends on where the image plane lies. Moving it outward by 0.1 Å at $U_0=13$ eV lowers the slab defect from 0.190 to 0.143, and (11) gives 0.141. A measured $a$ therefore does not determine $x$ by itself. The image-plane position must be known, and even then (11) depends on $U_0$ through $X_s$ as well as on the crystal phase.

If the vacuum level lies above the gap, high members of the series overlap propagating crystal states. Reflection is then incomplete, and (1) with real phases no longer describes bound states. The numerical check below covers the crystal phase, the threshold wave, the slab series and the displaced image plane.

## Calculated quantities

```
Series constant R = 0.8504 eV; 4R = 3.4014 eV
Midgap above inner potential = 12.0 eV
V = 3.0 eV; gap width 2V = 6.0 eV
Layer spacing = 1.770 angstrom
V/p^2 = 0.1250 (dimensionless)
Worked example:
U0 = 13.0 eV; x = 0.6667
E_L = -4.00 eV, E_U = 2.00 eV from vacuum level
zeta_s = 0.2769 angstrom; X_s = 1.0230
delta/pi, two-band = 0.3132
q two-band = 0.2046, numerical = 0.2011 1/angstrom
phi_C/pi: narrow-gap = 0.6082, two-band = 0.5904, numerical = 0.6246
a simple = 0.1959; a from numerical phi_C without barrier correction = 0.1877
a barrier-matched at vacuum level = 0.1885
Phi_C/pi (image-wave basis) = 0.6231
n | E simple | E self-consistent | E slab (eV) | a_n slab
1 | -0.5946 | -0.5757 | -0.5785 | 0.2124
2 | -0.1763 | -0.1762 | -0.1763 | 0.1960
3 | -0.0833 | -0.0834 | -0.0835 | 0.1921
4 | -0.0483 | -0.0484 | -0.0484 | 0.1905
5 | -0.0315 | -0.0316 | -0.0316 | 0.1898
Turning point of n=1 (slab energy) = 6.22 angstrom from image plane
Vacuum level moved through the gap:
U0 (eV) | x | phi_C/pi | a simple | a matched | a slab (n=5)
10 | 0.1667 | 0.2863 | 0.3661 | 0.3324 | 0.3337
11 | 0.3333 | 0.4088 | 0.3041 | 0.2804 | 0.2815
12 | 0.5000 | 0.5165 | 0.2500 | 0.2346 | 0.2357
13 | 0.6667 | 0.6246 | 0.1959 | 0.1885 | 0.1898
14 | 0.8333 | 0.7504 | 0.1339 | 0.1335 | 0.1355
Barrier-matched a for antinode / node at the crystal edge:
U0 = 12 eV: 0.4105 / 0.0106
U0 = 60 eV: 0.2753 / 0.0005
Image plane 0.1 angstrom outward: a matched = 0.1410, slab n=5 = 0.1426
Largest phi_C error, V = 3 eV: two-band 0.1153, narrow-gap 0.0584 rad
Largest phi_C error, V = 0.75 eV: two-band 0.0247, narrow-gap 0.0115 rad
Largest error in a from threshold wave: n=1 0.00757, n=4 0.00077
```
